# The kT/q Shift in the MOS Depletion Charge, part 1

(Sections cited here and not found follow in the second part.)

## 1. The charge at a given surface potential

**Form of the answer.** Consider the depletion charge per unit area, $Q$, beneath the surface of a uniformly doped p-type semiconductor. If electrons are neglected, its magnitude can depend on four quantities: the charge density $qN$ of the ionized acceptors, the permittivity $\varepsilon$, the surface potential $\psi_s$ measured from the neutral bulk, and the thermal voltage

$$\phi=\frac{kT}{q}. \tag{1}$$

Here $q>0$ is the elementary charge and $N$ the acceptor density. Temperature enters through $\phi$ alone, because a hole at potential $\psi$ has the Boltzmann factor $\exp(-q\psi/kT)=\exp(-\psi/\phi)$.

The product $qN\varepsilon\phi$ has the units

$$\frac{\mathrm C}{\mathrm m^3}\,\frac{\mathrm C}{\mathrm{V\,m}}\,\mathrm V=\frac{\mathrm C^2}{\mathrm m^4},$$

which are those of $Q^2$. The remaining independent dimensionless quantity is $u_s=\psi_s/\phi$. Therefore

$$Q^2=2qN\varepsilon\phi\,g(u_s), \tag{2}$$

where the factor 2 is a convenient choice and $g$ is a pure function.

If the charge is to stay finite and nonzero as $T\to0$ at fixed $\psi_s$, then $g$ must grow in proportion to $u_s$. Suppose that the next term is a constant, so that $g\simeq u_s-c$. Equation (2) then contains $\psi_s-c\phi$. The correction is a number times $kT/q$, and neither doping nor permittivity can enter it. Dimensional analysis cannot show that the next term is a constant, nor that $c=1$. Both follow from the distribution of holes.

**The abrupt edge.** Let $x$ be the depth below the surface, with the semiconductor in $x>0$. The potential $\psi(x)$ vanishes deep in the bulk, and depletion corresponds to $\psi_s=\psi(0)>0$. Poisson's equation is

$$\frac{d^2\psi}{dx^2}=-\frac{\rho}{\varepsilon}. \tag{3}$$

The simplest model removes every hole from $0<x<W_0$ and makes the material neutral beyond $W_0$. Inside the layer $\rho=-qN$, so $\psi''=qN/\varepsilon$. The field and the potential both vanish at $W_0$. Two integrations with these conditions give

$$\psi'(x)=-\frac{qN}{\varepsilon}(W_0-x),\qquad
\psi(x)=\frac{qN}{2\varepsilon}(W_0-x)^2. \tag{4}$$

At the surface $\psi_s=qNW_0^2/(2\varepsilon)$, hence $W_0=\sqrt{2\varepsilon\psi_s/(qN)}$. The charge is $-qN$ times the width, so

$$|Q|_0=qNW_0=\sqrt{2q\varepsilon N\psi_s}. \tag{5}$$

This is equation (2) with $g=u_s$. It has no thermal correction because a discontinuous hole density was imposed. Near the edge, however, the potential is smaller than $\phi$, and a potential that small cannot expel the holes.

**Holes in equilibrium.** The sharp edge is now replaced by the equilibrium hole density. The assumptions are uniform doping, complete ionization, nondegenerate carriers, and a bulk much thicker than the depletion layer. The acceptor charge is treated as continuous, and each hole responds to the mean potential. With electrons neglected, bulk neutrality requires the hole density there to be $N$. Hence

$$p(x)=N e^{-u(x)},\qquad u=\frac{\psi}{\phi}. \tag{6}$$

The charge density is $\rho=q(p-N)=-qN(1-e^{-u})$. Inserting it in equation (3), the two minus signs cancel:

$$\frac{d^2\psi}{dx^2}=\frac{qN}{\varepsilon}\left(1-e^{-\psi/\phi}\right). \tag{7}$$

The boundary conditions are $\psi(0)=\psi_s$ and $\psi,\psi'\to0$ as $x\to\infty$.

The sign of $\psi'$ will be needed. The potential cannot cross zero at finite depth: once negative, it would have a negative slope and, by equation (7), negative curvature, and it could not return to zero. Nor can it reach zero with zero slope, since the solution would then vanish everywhere. Thus $\psi>0$ throughout, which makes $\psi''>0$. The slope rises towards its bulk value of zero and is therefore negative at every finite depth.

**First integral.** Multiply equation (7) by $\psi'$. On the left, $\psi'\psi''=\tfrac12\,d(\psi'^2)/dx$. On the right, $\psi'dx=d\psi$. Integration from a depth $x$ to the neutral bulk gives

$$0-\frac12\psi'^2=\frac{qN}{\varepsilon}\int_{\psi}^{0}\left(1-e^{-v/\phi}\right)dv.$$

Reversing the limits removes the minus sign, and multiplication by 2 yields

$$\psi'^2=\frac{2qN}{\varepsilon}\int_0^{\psi}\left(1-e^{-v/\phi}\right)dv. \tag{8}$$

The first term in the integral gives $\psi$. The second, due to the holes, is

$$\int_0^\psi e^{-v/\phi}dv=\phi\left(1-e^{-\psi/\phi}\right), \tag{9}$$

so that

$$\psi'^2=\frac{2qN}{\varepsilon}\left[\psi-\phi+\phi e^{-\psi/\phi}\right]. \tag{10}$$

The hole contribution (9) saturates. Raising the potential from zero to a few $\phi$ accumulates nearly the whole amount $\phi$; any further rise adds little, because few holes remain there. This is why the correction at large $\psi_s$ is a constant and not a growing function of $\psi_s$.

**From field to charge.** By equation (3), the total charge is

$$Q=\int_0^\infty\rho\,dx=-\varepsilon\int_0^\infty\psi''dx
=-\varepsilon\left[0-\psi'(0)\right]=\varepsilon\psi'(0). \tag{11}$$

It is negative, as expected of uncovered acceptors. Taking the magnitude and using equation (10) at the surface,

$$|Q|=\sqrt{2q\varepsilon N\left[\psi_s-\phi+\phi e^{-\psi_s/\phi}\right]}. \tag{12}$$

The factor $\varepsilon^2$ from squaring equation (11) combines with the $1/\varepsilon$ of equation (10) to leave one power of $\varepsilon$. Equation (12) is the exact charge of the hole-only model, and the function in equation (2) is $g(u)=u-1+e^{-u}$. When $\psi_s$ is several times $\phi$, the exponential can be dropped:

$$\boxed{|Q|\simeq\sqrt{2q\varepsilon N\left(\psi_s-\frac{kT}{q}\right)}}. \tag{13}$$

This is the shifted square-root law, with $c=1$.

**Accuracy and the flat-band limit.** Let $|Q|_1$ denote the right-hand side of equation (13). For $u_s>1$, dividing equation (12) by $|Q|_1$ gives

$$\frac{|Q|}{|Q|_1}=\sqrt{1+\frac{e^{-u_s}}{u_s-1}}.$$

For positive $y$, $(1+y/2)^2=1+y+y^2/4$ exceeds $1+y$, so $\sqrt{1+y}<1+y/2$. Consequently

$$0<\frac{|Q|}{|Q|_1}-1<\frac{e^{-u_s}}{2(u_s-1)}. \tag{14}$$

The error, taken relative to the shifted law, is exponentially small. The error of equation (5) falls much more slowly. Relative to the shifted law it is

$$\frac{|Q|_0}{|Q|_1}-1=\left(1-\frac1{u_s}\right)^{-1/2}-1
=\frac1{2u_s}+\frac3{8u_s^2}+\cdots. \tag{15}$$

Near flat band the shifted law fails: it gives zero charge at $\psi_s=\phi$ and an imaginary value below that. The complete expression behaves properly. For small $u_s$,

$$u_s-1+e^{-u_s}=\frac{u_s^2}{2}-\frac{u_s^3}{6}+\cdots,$$

and the leading term in equation (12) gives

$$|Q|\simeq\sqrt{q\varepsilon N\phi}\;u_s=\frac{\varepsilon\psi_s}{L},
\qquad L=\sqrt{\frac{\varepsilon\phi}{qN}}. \tag{16}$$

Here $L$ is the Debye length. To check the second form, note that $\varepsilon\phi/L=\sqrt{q\varepsilon N\phi}$. The charge is then linear in the potential, because the holes are slightly rarefied over a Debye length and are not removed.

**A balance of forces.** Equation (12) can also be obtained from mechanics. Let $E=-\psi'$ be the field, which is positive here, and $E_s$ its surface value. Since $\rho=\varepsilon\,dE/dx$, the force per area on all the charge is

$$\int_0^\infty\rho E\,dx=\frac{\varepsilon}{2}\left[E^2\right]_0^\infty=-\frac{\varepsilon E_s^2}{2}. \tag{17}$$

The minus sign means a pull towards the surface. The acceptors contribute

$$-qN\int_0^\infty E\,dx=-qN\psi_s.$$

For the holes, differentiating equation (6) gives $dp/dx=-p\psi'/\phi=pE/\phi$, and therefore $qpE=kT\,dp/dx$. The force on the holes is

$$\int_0^\infty qpE\,dx=kT(N-p_s),\qquad p_s=Ne^{-u_s}. \tag{18}$$

It points into the bulk. Adding the two parts and changing all signs,

$$\frac{\varepsilon E_s^2}{2}=qN\psi_s-kTN\left(1-e^{-u_s}\right). \tag{19}$$

Since $kT=q\phi$, multiplication by $2\varepsilon$ reproduces the square of equation (12). In this reading the subtraction of $kT/q$ is the ideal-gas pressure $NkT$ of the bulk holes, divided by the acceptor charge density $qN$. The density cancels, which explains why the shift does not depend on doping.

**Numerical values.** Take the round model parameters $N=10^{17}\ \mathrm{cm^{-3}}$, relative permittivity 12 and $T=300\ \mathrm K$. The thermal voltage is 25.852 mV. At $\psi_s=0.5\ \mathrm V$ the unshifted formula gives $130.47\ \mathrm{nC/cm^2}$. By equations (5) and (13), the shifted value follows from a ratio of potentials:

$$|Q|=130.473\sqrt{\frac{0.500000-0.025852}{0.500000}}
=130.473\times0.973805=127.06\ \mathrm{nC/cm^2}.$$

In coulombs this is $1.2706\times10^{-7}\ \mathrm{C/cm^2}$.

An independent value comes from solving equation (7) by finite differences and summing $q(N-p)$ over depth, without use of the first integral. The charges below are in $\mathrm{nC/cm^2}$.

| $\psi_s$ (V) | Numerical | Shifted | Unshifted |
|---:|---:|---:|---:|
| 0.1 | 50.43 | 50.24 | 58.35 |
| 0.2 | 77.00 | 77.00 | 82.52 |
| 0.5 | 127.06 | 127.06 | 130.47 |
| 0.8 | 162.35 | 162.35 | 165.04 |

At 0.1 V, where $u_s=3.87$, the shifted law is 0.36% below the numerical charge, while the unshifted law is 15.7% above it. At 0.5 V the unshifted law is still 2.7% too high. The first two terms of equation (15) account for this: with $u_s=19.34$ they give $2.59\%+0.10\%$.

The shift can also be extracted without assuming its value, by forming $\psi_s-Q^2/(2q\varepsilon N)$ from the numerical charge. At $\psi_s=0.5\ \mathrm V$ and $N=10^{17}\ \mathrm{cm^{-3}}$ this gives 12.93, 25.85 and 38.78 mV at 150, 300 and 450 K. These are the respective values of $kT/q$. At 300 K, changing $N$ to $10^{16}$ or $10^{18}\ \mathrm{cm^{-3}}$ leaves the shift at 25.85 mV. Complete ionization is assumed and electrons are neglected at each temperature, so these values test the electrostatics of the hole-only model. In boron-doped silicon the acceptors are only partly ionized at 150 K or at $10^{18}\ \mathrm{cm^{-3}}$, and at 450 K the electrons are no longer negligible at 0.5 V; each effect changes the extracted shift by roughly ten per cent.

## 2. The tail at the edge and its consequences

The symbols are those of the first half: $x$ is depth, $N$ the acceptor density, $p$ the hole density, $\phi=kT/q$, $u=\psi/\phi$, and $L=\sqrt{\varepsilon\phi/(qN)}$ the Debye length. The subscript $s$ denotes the surface. With electrons neglected, equation (7) gives the potential, equation (10) its slope, and equation (12) the charge. For $u_s\gg1$ the charge reduces to equation (13), in which $\psi_s-\phi$ replaces $\psi_s$.

**The displaced parabola.** Define an equivalent width by spreading the actual charge uniformly at the density of the acceptors:

$$W=\frac{|Q|}{qN}\simeq\sqrt{\frac{2\varepsilon(\psi_s-\phi)}{qN}}. \tag{20}$$

Between the surface and any depth at which $u$ is still several units, the exponential in equation (10) is negligible. With the negative root,

$$\frac{d\psi}{dx}=-\sqrt{\frac{2qN}{\varepsilon}(\psi-\phi)}.$$

The derivative of $\sqrt{\psi-\phi}$ is $\psi'/(2\sqrt{\psi-\phi})$, which is now a constant:

$$\frac{d}{dx}\sqrt{\psi-\phi}=-\frac12\sqrt{\frac{2qN}{\varepsilon}}=-\sqrt{\frac{qN}{2\varepsilon}}.$$

Integrate from the surface. Equation (20) gives $\sqrt{\psi_s-\phi}=W\sqrt{qN/(2\varepsilon)}$, so

$$\sqrt{\psi-\phi}=\sqrt{\frac{qN}{2\varepsilon}}\,(W-x),\qquad
\psi(x)\simeq\phi+\frac{qN}{2\varepsilon}(W-x)^2. \tag{21}$$

The curvature is the same as in the abrupt model (4), but the vertex of the parabola lies at potential $\phi$ instead of zero. The surface field is set by the drop from $\psi_s$ to that vertex, which is $\psi_s-\phi$.

The vertex is an extrapolation. Near $x=W$ the exponential is no longer small, and the true potential leaves the parabola. Farther into the bulk, where $u\ll1$, equation (7) becomes $u''=u/L^2$. Its decaying solution is proportional to $e^{-x/L}$, so the disturbance ends in a tail of Debye length $L$.

For the example at 0.5 V, $L=13.09\ \mathrm{nm}$. Equation (20) can be written as $W=L\sqrt{2(u_s-1)}$, which gives

$$W=13.09\sqrt{2(19.34-1)}=79.3\ \mathrm{nm}.$$

The abrupt model gives 81.4 nm. At $x=W/4$ the factor $(W-x)^2$ is $9/16$ of its surface value, and equation (21) predicts

$$\psi=0.0259+\frac{9}{16}(0.5000-0.0259)=0.2926\ \mathrm V.$$

The finite-difference profile gives the same value to this precision. Its far tail has a decay length of 13.1 nm.

With electrons neglected and $\psi_s$ several times $kT/q$, the depletion charge follows a square-root law in $\psi_s-kT/q$, and the potential follows a displaced parabola that gives way to a tail of Debye length $L$. It remains to show how this tail accounts for the shift as a dipole potential, and what follows for the capacitance, for the surface potential at a given gate voltage, and when electrons appear.

All numerical values are calculated from the stated model.
